\section*{Tensile strain from grain growth in a constrained film}

\section*{Problem}

A polycrystalline film adheres to a thick, stiff substrate. Its grains are columnar: each runs through the whole film thickness, and the grain boundaries stand perpendicular to the film plane. Atoms at a boundary are packed less densely than in the crystal. The boundary excess width $a$ measures this. It is the extra separation of the two neighbouring crystals, compared with perfect crystal containing the same number of atoms. Here $a=0.1$ nm.

During an anneal the grain size grows from $L_0=20$ nm to $L=100$ nm, while the substrate keeps the film area fixed. The film is free of stress at the start.

\begin{enumerate}
\item Estimate the resulting in-plane strain by scaling, then calculate it. Is it tensile or compressive?
\item What stress does it produce in a titanium film with Young modulus $E=115$ GPa and Poisson ratio $\nu=0.32$?
\item Can the strain energy stop the grain growth, and can the strain survive in a real film?
\end{enumerate}

Grain size is defined by $L=2/B$, where $B$ is the boundary length per unit film area. A square grain of edge $L$ has perimeter $4L$, shared with its neighbours, so $B=2L/L^2=2/L$. A regular hexagon of flat-to-flat width $d$ has perimeter $2\sqrt3\,d$ and area $\sqrt3\,d^2/2$, so $B=\sqrt3\,d/(\sqrt3\,d^2/2)=2/d$. For these shapes $L$ is therefore the ordinary width of a grain. Tensile strain and stress are counted positive.

\section*{Estimate by scaling}

A line across the film meets about one boundary per length $L_0$, and each boundary holds an excess width $a$. If growth removes most boundaries, the fractional length lost is of order
\begin{equation}
\varepsilon\sim\frac{a}{L_0}=\frac{0.1}{20}=0.5\,\%.
\end{equation}
The estimate ignores the boundaries that remain, and it does not depend on the final grain size.

\section*{Solution}

\subsection*{Contraction of a free film}

Suppose first that the film could slide freely. When a boundary with unit normal $\mathbf n$ disappears, the crystals on its two sides approach each other by $a$ along $\mathbf n$. A line in the $x$ direction that crosses this boundary is shortened by $a|n_x|$.

Take a rectangle of length $W$ along $x$, height $H$ and area $A=WH$. A boundary segment of length $l$ covers a height $l|n_x|$, so a horizontal line at random height crosses it with probability $l|n_x|/H$. The mean shortening per unit length, if all boundaries were removed, is
\begin{equation}
\frac1W\sum \frac{l|n_x|}{H}\,a|n_x|=\frac aA\sum l\,n_x^2 .
\end{equation}
If the boundaries have no preferred direction in the plane, the length-weighted mean of $n_x^2$ is $1/2$, because $n_x^2+n_y^2=1$. With $\sum l=BA$, the contraction is
\begin{equation}
\frac{aB}{2}=\frac aL
\end{equation}
in every in-plane direction. A grain structure of size $L$ thus contains a fraction $a/L$ of excess length. This is an average over the film. In an irregular grain structure the jumps $a\mathbf n$ need not fit together at the junctions of three boundaries, so local strains vary around the mean. The strain, stress and energy below refer to the mean.

This was tested on a random map of 2000 polygonal grains. The displacement jumps along 300 parallel lines were added up and compared with $a/L$, where $L$ came from the polygon edges. The ratio was 1.007, within 1\,\% of the formula; a single finite map cannot be expected to match it exactly.

\subsection*{Strain of the held film}

Now fix the length $W$. Before growth, boundaries take up $aW/L_0$, and the unstressed crystals fill the rest:
\begin{equation}
W_{\rm c}=W\left(1-\frac a{L_0}\right).
\end{equation}
No atoms enter or leave, so $W_{\rm c}$ is also the unstressed length of crystal after growth. The remaining boundaries, taken as rigid, then occupy only $aW/L$. The crystals must fill $W(1-a/L)$, which is longer than $W_{\rm c}$. Their strain is
\begin{align}
\varepsilon_{\rm full}
&=\frac{W(1-a/L)-W_{\rm c}}{W_{\rm c}}
=\frac{(1-a/L)-(1-a/L_0)}{1-a/L_0}\nonumber\\
&=\frac{a\,(1/L_0-1/L)}{1-a/L_0}.
\label{full}
\end{align}
It is positive for $L>L_0$: the free film would shrink, and the substrate holds it stretched. Since $a\ll L_0$, the denominator may be replaced by 1:
\begin{equation}
\boxed{\;\varepsilon=a\left(\frac1{L_0}-\frac1L\right)\;}
\label{main}
\end{equation}
The numbers give
\begin{equation}
\varepsilon=0.1\times(0.050-0.010)=0.0040=0.40\,\%,
\end{equation}
a tensile strain, equal in both in-plane directions. Equation~(\ref{full}) gives 0.402\,\%, so the small-strain step changes the result by about 0.5\,\% of itself. A clamped chain of 500 unequal grains with mean size 20 nm, merged in groups of five and solved for its elastic equilibrium, also gave 0.402\,\%.

\subsection*{If the sizes are line intercepts}

Micrographs are often evaluated by the mean distance $\lambda$ between boundary crossings along a line. The number of crossings per length is $(1/A)\sum l|n_x|$. For isotropic boundaries the mean of $|n_x|=|\cos\theta|$ is $2/\pi$, hence
\begin{equation}
\frac1\lambda=\frac{2B}{\pi}=\frac{4}{\pi L},
\qquad \lambda=\frac{\pi}{4}L .
\end{equation}
The random map gave $\lambda/L=0.785$, in agreement with $\pi/4=0.785$; that all three digits match is partly luck in a finite sample. Replacing $1/L$ by $\pi/(4\lambda)$ in Eq.~(\ref{main}) multiplies the strain by $\pi/4$. If 20 and 100 nm were mean intercepts, the answer would be 0.314\,\%. The 0.40\,\% belongs to the definition $L=2/B$.

\subsection*{Stress}

The top surface is free, so the normal stress vanishes, while the two in-plane stresses both equal $\sigma$. Hooke's law for an isotropic solid gives
\begin{equation}
\varepsilon=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad
\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.
\end{equation}
For titanium $M=115/0.68=169$ GPa, and
\begin{equation}
\sigma=169\times0.0040=0.68\ \text{GPa}.
\end{equation}

\subsection*{Can strain energy stop the growth?}

Two in-plane directions each contribute $\sigma\varepsilon/2$ to the elastic energy density, which is therefore $M\varepsilon^2$. In a columnar film the boundary area per volume equals $B=2/L$. With boundary energy $\gamma$ per area and $u=1/L$, $u_0=1/L_0$, the energy per volume is
\begin{equation}
F(u)=2\gamma u+Ma^2(u_0-u)^2,
\qquad
\frac{dF}{du}=2\gamma-2Ma^2(u_0-u).
\end{equation}
Growth lowers $u$, so it releases energy as long as $dF/du>0$. It would stop where $dF/du=0$:
\begin{equation}
\frac1L=\frac1{L_0}-\frac{\gamma}{Ma^2}.
\end{equation}
This has a solution with positive $L$ only if $\gamma/(Ma^2)<1/L_0$, that is, if
\begin{equation}
a>\sqrt{\frac{\gamma L_0}{M}}=0.31\ \text{nm}
\end{equation}
for a rough $\gamma=0.8$ J/m$^2$, which is $0.8$ GPa\,nm. The given width lies well below this, so elastic energy alone does not stop the growth. From 20 to 100 nm the boundaries release 64 MJ/m$^3$, while the strain stores 2.7 MJ/m$^3$. For an artificially large width of 0.5 nm, the elastic model would stop at 32 nm.

\section*{Comparison of estimate and solution}

Dividing Eq.~(\ref{main}) by the estimate gives
\begin{equation}
\frac{\varepsilon}{a/L_0}=1-\frac{L_0}{L}=1-\frac{20}{100}=0.8 .
\end{equation}
The estimate of 0.5\,\% has the right order and is one quarter above the calculated 0.40\,\%. The difference is the excess width still stored in the boundaries of the 100 nm grains.

For $L\gg L_0$ the two agree, and further growth adds little: even unlimited growth from 20 nm gives no more than 0.5\,\% at leading order. A mere doubling of the grain size already produces half of that limit. For slight growth, $L=L_0+\Delta L$ with $\Delta L\ll L_0$,
\begin{equation}
\varepsilon=a\,\frac{\Delta L}{L_0(L_0+\Delta L)}\approx\frac{a\,\Delta L}{L_0^2},
\end{equation}
and the scaling estimate is far too large, because most boundaries are still present. The initial grain size matters most: fine-grained films have the most excess width to lose.

\section*{What a real titanium film would keep}

Consider a film of thickness $h=100$ nm on an oxidised silicon wafer, annealed for one hour at 700 K. All material data here are rough, and the elastic constants are not corrected for temperature. The given $a=0.1$ nm is large for a metal, where a few hundredths of a nanometre are more typical. Since $\varepsilon\propto a$, a width of 0.03 nm gives 0.12\,\%. With the given width, the assumption of purely elastic behaviour is doubtful. A flow stress of 0.6 GPa would limit the elastic strain to about 0.35\,\%, and the remainder would become plastic strain. The same flow stress is used here for the hot and the cooled film, although titanium is softer when hot. Take the film as free of stress at 700 K, when growth begins. Cooling to 300 K then adds tension, because titanium contracts more than silicon: $(8.5-3.0)\times10^{-6}\times400=0.22\,\%$. The elastic sum, 0.62\,\% or 1.05 GPa, lies well above that flow stress, so the film should yield unless much of the growth stress has already relaxed during the anneal. Had the film instead been free of stress at 300 K before the anneal, the elastic thermal strains of heating and cooling would cancel. Without yielding or relaxation, the 0.40\,\% from growth would then be left.

Two other corrections concern elasticity. If all hexagonal axes stand normal to the film, zero normal stress requires a normal strain $-2c_{13}\varepsilon/c_{33}$, and then
\begin{equation}
M=c_{11}+c_{12}-\frac{2c_{13}^2}{c_{33}}
=160+90-\frac{2\times66^2}{180}=202\ \text{GPa}.
\end{equation}
The stress at the same strain rises to 0.81 GPa. The wafer, of thickness $h_{\rm s}=0.5$ mm and biaxial modulus $M_{\rm s}=180$ GPa, also gives way a little. The film force $\sigma h$ per width compresses it uniformly by $\sigma h/(M_{\rm s}h_{\rm s})$. The force acts at distance $h_{\rm s}/2$ from the midplane, and the bending it causes adds three times as much at the surface. The lost fraction of the film strain is $4Mh/(M_{\rm s}h_{\rm s})$, or 0.075\,\% of the strain itself, which is negligible.

\subsection*{Relaxation by boundary diffusion}

The assumption that no atoms enter the boundaries may fail during the anneal. Under tension $\sigma$, an atom inserted into a boundary has chemical potential $-\sigma\Omega$ relative to the free surface, where $\Omega$ is the atomic volume. Atoms therefore flow from the surface into the boundary. Let $z$ be the depth, $D$ the boundary diffusivity, $\delta$ the width of the diffusion path and $k$ the Boltzmann constant. The downward volume flow per boundary length is $(\delta D\Omega/kT)\,d\sigma/dz$.

As a simple model, let the grains separate uniformly at rate $v$, which requires them to slide on the substrate, and let nothing pass the film bottom. The surface is taken as clean, so that it supplies atoms freely. The flow must then supply all the boundary below $z$:
\begin{equation}
\frac{\delta D\Omega}{kT}\frac{d\sigma}{dz}=v(h-z)
\quad\Rightarrow\quad
\sigma(z)=\frac{v\,kT}{\delta D\Omega}\left(hz-\frac{z^2}2\right),
\end{equation}
where $\sigma(0)=0$ at the surface. Averaging over depth gives $h^2/2-h^2/6=h^2/3$ for the bracket, so the mean stress is $\bar\sigma=v\,kTh^2/(3\delta D\Omega)$. Each boundary relieves a length $v$ per time in every length $L$, so $d\bar\sigma/dt=-Mv/L$. Eliminating $v$,
\begin{equation}
\frac{d\bar\sigma}{dt}=-\frac{\bar\sigma}{\tau},
\qquad
\tau=\frac{kT\,L\,h^2}{3M\delta D\Omega}.
\end{equation}

With $L=100$ nm, $\delta=0.5$ nm and $\Omega=0.0177$ nm$^3$, $\tau$ equals one hour at $D=6\times10^{-19}$ m$^2$/s. Whether titanium exceeds this value depends strongly on the activation energy. For an assumed prefactor of $10^{-5}$ m$^2$/s, 1.8 eV gives $\tau=0.54$ h, and 84\,\% of the stress relaxes in an hour. With 2.0 eV, $\tau=15$ h and 6.5\,\% relaxes. The two energies are illustrations, not bounds: 1.6 eV would already bring $\tau$ down to about a minute. The percentages belong to the simple model and are only rough guides. At first a real boundary opens mainly near the surface, so the early relaxation is faster than the model says, and the 6.5\,\% may be too low by a factor of two or more. Grains that cannot slide on the substrate, on the other hand, keep part of their stress near the film bottom. The figures also hold the grain size at 100 nm and put the whole stress at the start of the anneal, whereas growth produces it gradually; in the model smaller grains relax faster, since $\tau\propto L$. Growth and relaxation may not be independent either. If boundary migration is governed by a similar diffusivity, with mobility $m\approx D\Omega/(\delta kT)$ and $L^2-L_0^2\approx m\gamma t$, the growth time divided by $\tau$ is $3M\delta^2(L^2-L_0^2)/(\gamma Lh^2)\approx1.5$, whatever $D$ is. On this crude estimate a film that does grow to 100 nm in an hour also relaxes substantially, and the 2.0 eV case would give little growth. The calculated 0.40\,\% is thus the strain imposed by the constraint. How much of it remains depends on yielding and on a diffusivity that these rough data do not settle. The values used here are listed in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Excess width: 0.10 nm
Initial and final grain size: 20, 100 nm
Initial and final inverse size: 0.050, 0.010 1/nm
Constrained tensile strain: 0.400 %
Strain without small-strain step: 0.402 %
Clamped-chain mean strain: 0.402 %
Strain limit for very large grains: 0.500 %
Strain if sizes are intercepts: 0.314 %
Grain map, contraction/formula: 1.007
Grain map, intercept/size: 0.785
Isotropic intercept/size: 0.785
Smaller excess width: 0.03 nm
Strain for smaller width: 0.120 %
Ti Young modulus (rough): 115 GPa
Ti Poisson ratio (rough): 0.32
Biaxial modulus: 169.1 GPa
Unrelaxed film stress: 0.676 GPa
Ti c11,c12,c13,c33 (rough): 160,90,66,180 GPa
Basal-texture biaxial modulus: 201.6 GPa
Basal-texture stress: 0.806 GPa
Flow stress (rough): 0.60 GPa
Elastic strain at flow stress: 0.355 %
Boundary energy (rough): 0.80 J/m^2
Boundary energy released: 64.0 MJ/m^3
Elastic energy stored: 2.71 MJ/m^3
Excess width needed for a stop: 0.308 nm
Test width and stopping size: 0.50, 32.2 nm
Anneal and room temperature: 700, 300 K
Film expansion (rough): 8.5 1e-6/K
Wafer expansion (rough): 3.0 1e-6/K
Added tensile strain on cooling: 0.220 %
Growth plus cooling strain: 0.620 %
Growth plus cooling stress: 1.049 GPa
Film thickness: 100 nm
Wafer thickness: 0.50 mm
Wafer biaxial modulus (rough): 180 GPa
Strain lost to wafer compliance: 0.075 %
Atomic volume (rough): 0.0177 nm^3
Boundary diffusion width (rough): 0.50 nm
Diffusion prefactor (rough): 1.0e-05 m^2/s
Diffusion mean-stress factor: 0.33333
Anneal time: 1.0 h
Diffusivity for 1 h relaxation time: 5.98e-19 m^2/s
Activation energy (rough): 1.8 eV
  Boundary diffusivity: 1.10e-18 m^2/s
  Relaxation time: 0.54 h
  Stress relaxed in anneal: 84.1 %
Activation energy (rough): 2.0 eV
  Boundary diffusivity: 3.99e-20 m^2/s
  Relaxation time: 15.00 h
  Stress relaxed in anneal: 6.5 %
\end{verbatim}
